# The Breit-Pauli interaction from one-photon exchange, applied to positronium, part 3

One-photon exchange is used to find the fine structure of positronium at order $1/c^2$. The interval from $2\,^3P_1$ to $2\,^3P_2$ is $1.81\times10^{-5}$ eV; it would be $1.06\times10^{-5}$ eV if spins coupled to the partner's motion only as strongly as to their own particle's.

Units are atomic, with $c=1/\alpha$ and $\alpha^2E_h=1.449\times10^{-3}$ eV. Particles $a=1,2$ have masses $m_a$, charges $e_a$, $k=e_1e_2$, spins $\mathbf s_a=\boldsymbol\sigma_a/2$, moments $\boldsymbol\mu_a=e_a\mathbf s_a/m_ac$, reduced mass $\mu$ and separation $\mathbf r=\mathbf r_1-\mathbf r_2$. In the centre-of-mass frame $\mathbf p_1=-\mathbf p_2=\mathbf p$. For momentum transfer $\mathbf q$, energy transfer $\omega$, transition densities $\rho_a$ and currents $\mathbf j_a$, the exchange amplitude is

$$U=4\pi k\,\frac{\rho_1\rho_2-\mathbf j_1\cdot\mathbf j_2}{q^2-\omega^2/c^2}. \tag{1}$$

Its Coulomb-gauge form gives $k/r$ and, with $W_{ij}=(\delta_{ij}+\hat r_i\hat r_j)/r$,

$$V_{\rm D}=-\frac{\pi k}{2c^2}\Big(\frac1{m_1^2}+\frac1{m_2^2}\Big)\delta(\mathbf r). \tag{6}$$

$$V_{\rm SO}=-\frac{k}{2c^2r^3}\left[\frac{\mathbf s_1\cdot(\mathbf r\times\mathbf p_1)}{m_1^2}-\frac{\mathbf s_2\cdot(\mathbf r\times\mathbf p_2)}{m_2^2}\right], \tag{7}$$

$$V_{\rm SOO}=-\frac{k}{m_1m_2c^2r^3}\Big[\mathbf s_2\cdot(\mathbf r\times\mathbf p_1)-\mathbf s_1\cdot(\mathbf r\times\mathbf p_2)\Big]. \tag{8}$$

$$V_{\rm OO}=-\frac{k}{2m_1m_2c^2}\,W_{ij}\,p_{1i}\,p_{2j}=-\frac{k}{2m_1m_2c^2r}\big[\mathbf p_1\cdot\mathbf p_2+\hat r_i\hat r_j\,p_{1i}p_{2j}\big], \tag{9}$$

$$V_{\rm SS}=\frac{k}{m_1m_2c^2}\left[\frac{\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\hat{\mathbf r})(\mathbf s_2\cdot\hat{\mathbf r})}{r^3}-\frac{8\pi}{3}\,\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r)\right]. \tag{10}$$

The tensor term is defined by the Fourier transform

$$\frac{4\pi q_iq_j}{q^2}\to\frac{\delta_{ij}-3\hat r_i\hat r_j}{r^3}+\frac{4\pi}{3}\delta_{ij}\,\delta(\mathbf r), \tag{5}$$

whose first term is the limit outside a small sphere. Thomas precession halves the own-orbit term (7). For equal masses $m$,

$$V_{\rm SO}+V_{\rm SOO}=-\frac{k}{2m^2c^2r^3}\Big[(\mathbf s_1+2\mathbf s_2)\cdot(\mathbf r\times\mathbf p_1)-(\mathbf s_2+2\mathbf s_1)\cdot(\mathbf r\times\mathbf p_2)\Big]. \tag{11}$$

The Gaunt form, (1) with $\omega=0$, differs off the energy shell by a term in $(T'-T)^2/q^4$, $T=p^2/2\mu$, so that in bound states

$$\langle V_{\rm Gaunt}-V\rangle=-\frac{k^2\mu}{2m_1m_2c^2}\Big\langle\frac1{r^2}\Big\rangle. \tag{14}$$

Power counting supports the Coulomb-gauge form. Of three tests, the first confirmed the off-shell algebra. In the second, charges with $m_1=1$, $m_2=3$, $k=-1$ circle at $\Omega=\mu^{-1/2}=1.1547$, with nonrelativistic separation 1 bohr. A program compares the separation found from retarded Liénard-Wiechert fields with that from the spin-free Hamiltonian. For angular momentum $L$ and no radial momentum, $p=L/r$, and this Hamiltonian is

$$H=\frac{L^2}{2\mu r^2}-\frac{L^4}{8c^2r^4}\Big(\frac1{m_1^3}+\frac1{m_2^3}\Big)-\frac1r-\frac{\eta L^2}{m_1m_2c^2r^3},$$

where $\eta=\tfrac12$ for (9) and $\eta=1$ for the Gaunt form, the second term comes from expanding the free energies, and the orbit obeys $\partial H/\partial r=0$, $\partial H/\partial L=\Omega$. With $\eta=\tfrac12$ the separation differs from the field result by $2.94\times10^{-7}$ bohr at $c=30$ and $1.84\times10^{-8}$ bohr at $c=60$, a fall by 16. There is no $1/c^3$ term, because the radial force is even in $c$. Time reversal exchanges retarded and advanced fields and reverses the sense of rotation; a reflection in the line joining the charges then restores the original motion. Neither step changes the radial force, so retarded and advanced fields give the same value. With $\eta=1$ the differences are $4.66\times10^{-5}$ and $1.16\times10^{-5}$ bohr, a fall by 4. The size follows from linearising the two conditions about $r=1$, $L^2=\mu$ with an extra term $-\varepsilon L^2/r^3$, $\varepsilon=1/2m_1m_2c^2$. The second condition gives $\delta L/\mu-2L\,\delta r/\mu-2\varepsilon L=0$, so $\delta L=2L\,\delta r+2\varepsilon\mu L$. The first gives $-2L\,\delta L/\mu+(3-2)\delta r+3\varepsilon\mu=0$, which becomes $-4\delta r-4\varepsilon\mu+\delta r+3\varepsilon\mu=0$, or $\delta r=-\mu/6m_1m_2c^2$. At $c=60$ its magnitude is $0.75/(18\times3600)=1.16\times10^{-5}$ bohr. This test covers the spin-free terms on circular orbits. The third test is the limit of one heavy particle, and it needs the full bound-state Hamiltonian.

Besides the interaction, that Hamiltonian contains the free energies $\sqrt{m^2c^4+p^2c^2}=mc^2+p^2/2m-p^4/8m^3c^2+\dots$, whose $p^4$ term is of order $1/c^2$ and does not come from the photon. In the centre-of-mass frame $\mathbf r\times\mathbf p_1=\mathbf L$ and $\mathbf r\times\mathbf p_2=-\mathbf L$, and the perturbation of $H_0=p^2/2\mu+k/r$ is

$$\begin{aligned}H_1={}&-\frac{p^4}{8c^2}\Big(\frac1{m_1^3}+\frac1{m_2^3}\Big)+\frac{k}{2m_1m_2c^2}\,p_iW_{ij}p_j+V_{\rm D}\\&-\frac{k}{2c^2r^3}\Big(\frac{\mathbf s_1}{m_1^2}+\frac{\mathbf s_2}{m_2^2}\Big)\cdot\mathbf L-\frac{k}{m_1m_2c^2r^3}(\mathbf s_1+\mathbf s_2)\cdot\mathbf L+V_{\rm SS}.\end{aligned}\tag{15}$$

It is to be used in first-order perturbation theory only. The expansion assumed $p\ll mc$, which fails at distances below about $1/mc$, and it is there that $r^{-3}$, $\delta(\mathbf r)$ and $p^4$ are singular. An attractive $r^{-3}$ term or the negative $p^4$ term makes $H_0+H_1$ unbounded below, so a variational treatment collapses. Second order in $H_1$ is formally of order $1/c^4$, where other operators enter, and for $S$ states it is not even finite: with the delta function alone, the sum over intermediate momenta grows as $\int p^2dp/p^2$. For charges with $|k|$ larger than one the expansion parameter is $(k/c)^2$, and the scheme degrades as $|k|$ grows toward $c$.

The radial integrals are done for $k=-1$ and $\mu=1$ and then scaled: lengths go as $1/\mu$ and momenta as $\mu$. Since $\langle p^4\rangle=\int p^4|\tilde\psi|^2$ is the squared norm of $p^2\psi$, and $p^2\psi=2(E+1/r)\psi$, we have $\langle p^4\rangle=4[E^2+2E\langle r^{-1}\rangle+\langle r^{-2}\rangle]$. For the orbit-orbit term an integration by parts gives $\langle p_iW_{ij}p_j\rangle=\int(|\nabla\psi|^2+|\partial_r\psi|^2)\,r^{-1}d^3r$, and for $\psi=R(r)Y_{lm}$ the angular integral of $|\nabla\psi|^2$ is $R'^2+l(l+1)R^2/r^2$, so

$$\langle p_iW_{ij}p_j\rangle=\int_0^\infty\Big[2R'^2+\frac{l(l+1)R^2}{r^2}\Big]r\,dr .$$

For $1s$, $R=2e^{-r}$ and $E=-\tfrac12$. With $\int_0^\infty r^se^{-br}dr=s!/b^{s+1}$, $\langle r^{-1}\rangle=4\cdot\tfrac14=1$, $\langle r^{-2}\rangle=4\cdot\tfrac12=2$, $\langle p^4\rangle=4(\tfrac14-1+2)=5$, $\langle pWp\rangle=8\cdot\tfrac14=2$, and $\pi|\psi(0)|^2=R(0)^2/4=1$. For $2p$, $R=re^{-r/2}/\sqrt{24}$ and $E=-\tfrac18$. Then $\langle r^{-1}\rangle=3!/24=\tfrac14$, $\langle r^{-2}\rangle=2!/24=\tfrac1{12}$, $\langle r^{-3}\rangle=\tfrac1{24}$, and $\langle p^4\rangle=4(\tfrac1{64}-\tfrac1{16}+\tfrac1{12})=\tfrac7{48}$. With $R'=(1-r/2)e^{-r/2}/\sqrt{24}$, the first part of $\langle pWp\rangle$ is $\tfrac2{24}\int(r-r^2+r^3/4)e^{-r}dr=\tfrac2{24}(1-2+\tfrac32)=\tfrac1{24}$, the second is $\tfrac2{24}\int re^{-r}dr=\tfrac2{24}$, and the sum is $\tfrac18$.

For $m_2\to\infty$, $m_1=1$, (15) reduces to $-p^4/8c^2+\pi\delta(\mathbf r)/2c^2+\mathbf s_1\cdot\mathbf L/2c^2r^3$, which must reproduce the exact Dirac-Coulomb levels at order $1/c^2$. In units of $\alpha^2E_h$ the $1s$ shift is $-\tfrac58+\tfrac12=-\tfrac18$. For $2p$, $\mathbf s_1\cdot\mathbf L=\tfrac12[j(j+1)-2-\tfrac34]$ is $-1$ for $j=\tfrac12$ and $+\tfrac12$ for $j=\tfrac32$, and the shifts are $-\tfrac7{384}-\tfrac8{384}=-\tfrac5{128}$ and $-\tfrac7{384}+\tfrac4{384}=-\tfrac1{128}$. The program evaluates the exact Dirac eigenvalue formula at very large $c$ and finds $-0.125000$ for $1s$, $-0.039063$ for both $2s$ and $2p_{1/2}$, $-0.007813$ for $2p_{3/2}$, and $-0.013889$ and $-0.004630$ for $3p$, in agreement with (15) within the asserted tolerance, $10^{-9}$ plus $10^{-5}$ of each value. The printed Breit-Pauli entries $-0.039062$ and $-0.007812$ differ in the last place only because $5/128$ and $1/128$ end in a 5 at the seventh decimal and are rounded either way. The program also asserts that the agreement fails if the Darwin term is dropped or the own-orbit term doubled, the second change being the omission of the Thomas precession. An off-shell term of the type $(T'-T)^2/q^4$ that survived in this limit would add a multiple of $\langle r^{-2}\rangle$ and spoil the match; the Gaunt difference (14) vanishes as $m_2\to\infty$, which is why the classical orbit was needed to exclude it.

For positronium $m_1=m_2=1$, $k=-1$, $\mu=\tfrac12$. The Bohr radius is $1/\mu=2$ bohr $=1.058$ Å, and the unperturbed levels $-E_h/4n^2$ are $-6.803$ eV and $-1.701$ eV. Let $\mathbf S=\mathbf s_1+\mathbf s_2$ and $S_{12}=3(\boldsymbol\sigma_1\cdot\hat{\mathbf r})(\boldsymbol\sigma_2\cdot\hat{\mathbf r})-\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$, so that the numerator of the tensor term in (10) is $-S_{12}/4$. Then

$$c^2H_1=-\frac{p^4}4-\frac12\,p_iW_{ij}p_j+\pi\delta(\mathbf r)+\Big(\frac12+1\Big)\frac{\mathbf L\cdot\mathbf S}{r^3}+\frac{S_{12}}{4r^3}+\frac{8\pi}3\,\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r). \tag{16}$$

The $\tfrac12$ is the own-orbit coupling and the 1 the other-orbit coupling. With equal masses both involve only the total spin, so singlet and triplet do not mix; for unequal masses (15) contains $(\mathbf s_1-\mathbf s_2)\cdot\mathbf L$, which mixes them. All terms conserve parity and $\mathbf J=\mathbf L+\mathbf S$, and only $S_{12}$ can change $l$, by two units. Within $n=2$ the values $l=0$ and $1$ are therefore not connected, and each level $^{2S+1}P_J$ is shifted by a diagonal element.

One more diagram exists for an electron and a positron: annihilation into a virtual photon that recreates the pair. It is of the same order and is not part of (1). The pair must have the photon's angular momentum 1 and negative parity. A fermion-antifermion state has parity $(-1)^{l+1}$, so $P$ states are excluded by parity and $^1S_0$ by angular momentum, while $^3S_1$ is affected. For two identical particles, such as two electrons with $k=+1$, there is instead the diagram with the final particles interchanged, and it is reproduced by taking (6) to (10) between antisymmetrised states.

The tensor operator is reduced as follows. Since $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$, $(\mathbf S\cdot\hat{\mathbf r})^2=\tfrac12[1+(\boldsymbol\sigma_1\cdot\hat{\mathbf r})(\boldsymbol\sigma_2\cdot\hat{\mathbf r})]$, and $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=2\mathbf S^2-3$, so $S_{12}=6(\mathbf S\cdot\hat{\mathbf r})^2-2\mathbf S^2$. For $l=1$ take the real angular functions $\sqrt{3/4\pi}\,\hat r_i$. The angular average of $\hat r_i\hat r_a\hat r_b\hat r_j$ is a fully symmetric isotropic tensor, $C(\delta_{ab}\delta_{ij}+\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi})$, and contracting $a$ with $b$ and $i$ with $j$ gives $1=C(9+3+3)$. The matrix element $\langle i|\hat r_a\hat r_b|j\rangle$ is 3 times the average, so its prefactor is $\tfrac15$. In the same basis $L_ax_j=-i\epsilon_{ail}x_i\partial_lx_j=-i\epsilon_{aij}x_i$, so $(L_a)_{ij}=-i\epsilon_{aij}$ and $(L_aL_b)_{ij}=-\epsilon_{ail}\epsilon_{blj}=\delta_{ab}\delta_{ij}-\delta_{aj}\delta_{bi}$. Adding the term with $a$ and $b$ exchanged shows that within $l=1$

$$\hat r_a\hat r_b=\tfrac15\big(3\delta_{ab}-L_aL_b-L_bL_a\big).$$

Contract with $S_aS_b$ and let $x=\mathbf L\cdot\mathbf S$. One ordering gives $S_aS_bL_aL_b=x^2$. The other differs by $S_aS_b[L_b,L_a]=i\epsilon_{bal}S_aS_bL_l$, and $\epsilon_{abl}S_aS_b=iS_l$ makes this $i(-i)S_lL_l=x$. So $(\mathbf S\cdot\hat{\mathbf r})^2=(3\mathbf S^2-2x^2-x)/5$ and

$$S_{12}=\tfrac15\big(8\,\mathbf S^2-12x^2-6x\big)\qquad(l=1).$$

In the singlet $\mathbf S^2$ and $x$ vanish and so does $S_{12}$. In the triplet $\mathbf S^2=2$ and $x=\tfrac12[J(J+1)-4]$ is $-2,-1,+1$ for $J=0,1,2$, which gives $S_{12}=(16-48+12)/5=-4$, $(16-12+6)/5=2$ and $(16-12-6)/5=-\tfrac25$. The program obtains the same values from angular quadrature and explicit $12\times12$ matrices.

Scaling the $2p$ integrals to $\mu=\tfrac12$ gives $\langle p^4\rangle=\tfrac7{48}\cdot\tfrac1{16}=\tfrac7{768}$, $\langle pWp\rangle=\tfrac18\cdot\tfrac18=\tfrac1{64}$ and $\langle r^{-3}\rangle=\tfrac1{24}\cdot\tfrac18=\tfrac1{192}$. The delta-function terms vanish because $\psi(0)=0$. In units of $\alpha^2E_h$ the kinetic term is $-\tfrac7{3072}$ and the orbit-orbit term $-\tfrac1{128}=-\tfrac{24}{3072}$, common to all four levels, and their sum $-\tfrac{31}{3072}$ is the whole shift of $2\,^1P_1$, equal to $-1.46\times10^{-5}$ eV. The triplets add $\tfrac1{192}[\tfrac12x+x+\tfrac14S_{12}]$:

$$\begin{aligned}2\,^3P_0:&\quad-\tfrac{31}{3072}-\tfrac1{192}-\tfrac1{96}-\tfrac1{192}=-\tfrac{31+16+32+16}{3072}=-\tfrac{95}{3072},\\[2pt]2\,^3P_1:&\quad-\tfrac{31}{3072}-\tfrac1{384}-\tfrac1{192}+\tfrac1{384}=-\tfrac{31+8+16-8}{3072}=-\tfrac{47}{3072},\\[2pt]2\,^3P_2:&\quad-\tfrac{31}{3072}+\tfrac1{384}+\tfrac1{192}-\tfrac1{1920}=\tfrac{-155+40+80-8}{15360}=-\tfrac{43}{15360}.\end{aligned}$$

Multiplied by $1.449\times10^{-3}$ eV these are $-4.48\times10^{-5}$, $-2.22\times10^{-5}$ and $-0.41\times10^{-5}$ eV relative to the Bohr level. The fractions are exact at this order. As predictions for real positronium the energies omit corrections of relative order $\alpha$, from the anomalous moment and retardation among others; their coefficients are not computed here, and the third figure should not be relied on.

In the intervals the spin-free terms cancel. Let $\zeta$ be the coefficient of $\mathbf L\cdot\mathbf S/r^3$, which is $\tfrac32$ in (16) and would be $\tfrac12+\tfrac12=1$ if the 2 in (11) were a 1. Between $^3P_2$ and $^3P_1$, $x$ changes by 2 and $S_{12}/4$ by $-\tfrac35$, so the interval is $(2\zeta-\tfrac35)/192$. For $\zeta=\tfrac32$ this is $\tfrac{12}5/192=\tfrac1{80}$, or $1.81\times10^{-5}$ eV, and for $\zeta=1$ it is $\tfrac75/192$, or $1.06\times10^{-5}$ eV, the two numbers of the opening. Between $^3P_1$ and $^3P_0$ the interval is $(\zeta+\tfrac32)/192$, which is $\tfrac1{64}$ or $2.26\times10^{-5}$ eV, against $1.89\times10^{-5}$ eV for $\zeta=1$. Between $^3P_2$ and $^1P_1$ it is $(\zeta-\tfrac1{10})/192=\tfrac7{960}$, or $1.06\times10^{-5}$ eV, against $0.68\times10^{-5}$ eV. The value $1.06\times10^{-5}$ eV appears twice in the output because $2-\tfrac35$ and $\tfrac32-\tfrac1{10}$ both equal $\tfrac75$; the two quantities are otherwise unrelated. The off-shell ambiguity (14) does not depend on spin and cancels in these three intervals. It would move all four $P$ levels together by $-\tfrac1{192}$, about half of the shift of $2\,^1P_1$.

In the ground state the contact terms act. For $\mu=\tfrac12$, $\langle p^4\rangle=\tfrac5{16}$, $\langle pWp\rangle=\tfrac28=\tfrac14$ and $\pi|\psi(0)|^2=\tfrac18$. The terms with $\mathbf L$ vanish, and the tensor term vanishes because its angular average is zero on every sphere, which is the sense in which (5) defines it. With $\mathbf s_1\cdot\mathbf s_2=\tfrac12\mathbf S^2-\tfrac34$, equal to $-\tfrac34$ in the singlet and $+\tfrac14$ in the triplet, the contact term is $\tfrac83\cdot\tfrac18=\tfrac13$ times these values, $-\tfrac14$ and $+\tfrac1{12}$. For $1\,^1S_0$ the kinetic, orbit-orbit, Darwin and contact terms give

$$-\tfrac5{64}-\tfrac18+\tfrac18-\tfrac14=-\tfrac{21}{64},$$

or $-4.75\times10^{-4}$ eV. The cancellation of the orbit-orbit and Darwin terms is special to equal masses: for the $1s$ state (15) gives them as $-\mu^3/m_1m_2$ and $+\tfrac12\mu^3(m_1^{-2}+m_2^{-2})$, whose sum is $\tfrac12\mu^3(m_1^{-1}-m_2^{-1})^2$. Here the Gaunt form would add $-\tfrac14\langle r^{-2}\rangle=-\tfrac14\cdot\tfrac12=-\tfrac18$, doubling the orbit-orbit term. The triplet lies above the singlet because the particles have opposite charges: parallel spins mean antiparallel moments, which the contact term $-(8\pi/3)\boldsymbol\mu_1\cdot\boldsymbol\mu_2\,\delta(\mathbf r)$ raises in energy. Photon exchange contributes $\tfrac1{12}+\tfrac14=\tfrac13$, or $4.83\times10^{-4}$ eV, to the splitting of $1\,^3S_1$ from $1\,^1S_0$. This is not the full splitting at order $\alpha^2E_h$, and the total of $\tfrac1{192}$ printed for $1\,^3S_1$ is not the position of that level, because the annihilation diagram acts on the triplet. The measured splitting is roughly $8\times10^{-4}$ eV, so the part that exchange leaves unexplained is comparable in size to the part it supplies.

## Computed results

```
test kinematics (a.u.): m1, m2, k = 1.0 2.5 -1.0
p1, p2 (a.u.) = [ 0.7 -0.4  0.5] [-0.6  0.9  1.1]
g=2,2: residual c=100 6.725e-08, c=200 4.204e-09 a.u., ratio 16.00
g=3,2.6: residual c=100 1.112e-07, c=200 6.948e-09 a.u., ratio 16.00
c=200: |q| = 1.3552 a.u., w = 0.3492 hartree
off shell, w dropped: ratio Coulomb 16.00, Feynman 4.00
g=1: own 0.0000, other 1.0000, other-own 1.0000 (pure numbers)
g=2: own 1.0000, other 2.0000, other-own 1.0000 (pure numbers)
g=3: own 2.0000, other 3.0000, other-own 1.0000 (pure numbers)
Fourier pairing, worst relative error 6e-14
orbit m=1.0,3.0, k=-1, omega=1.1547 a.u.; separation error (bohr), c=30, 60:
  Breit 2.94e-07 1.84e-08; Gaunt 4.66e-05 1.16e-05
m2->inf n=1 l=0: Breit-Pauli -0.125000 -0.125000, Dirac -0.125000 -0.125000 (alpha^2 Eh)
m2->inf n=2 l=0: Breit-Pauli -0.039062 -0.039062, Dirac -0.039063 -0.039063 (alpha^2 Eh)
m2->inf n=2 l=1: Breit-Pauli -0.039063 -0.007812, Dirac -0.039063 -0.007813 (alpha^2 Eh)
m2->inf n=3 l=1: Breit-Pauli -0.013889 -0.004630, Dirac -0.013889 -0.004630 (alpha^2 Eh)
1/alpha = 137.035999, Eh = 27.211386 eV, alpha^2 Eh = 1.449043e-03 eV
positronium Bohr radius = 1.05835 angstrom
Bohr levels: n=1 -6.80285 eV, n=2 -1.70071 eV
n=2 l=1 (a.u.): <p^4>=7/768 <p(1+nn)p/r>=1/64 <r^-3>=1/192 <r^-2>=1/48 pi|psi(0)|^2=0
  Gaunt minus Breit orbit term = -1/192 alpha^2 Eh
2 1P1 (alpha^2 Eh): p4=-7/3072 oo=-1/128 dar=0 so=0 soo=0 ten=0 con=0
  total -31/3072 alpha^2 Eh = -1.4623e-05 eV
2 3P0: L.S = -2, S12 = -4
2 3P0 (alpha^2 Eh): p4=-7/3072 oo=-1/128 dar=0 so=-1/192 soo=-1/96 ten=-1/192 con=0
  total -95/3072 alpha^2 Eh = -4.4811e-05 eV
2 3P1: L.S = -1, S12 = 2
2 3P1 (alpha^2 Eh): p4=-7/3072 oo=-1/128 dar=0 so=-1/384 soo=-1/192 ten=1/384 con=0
  total -47/3072 alpha^2 Eh = -2.2170e-05 eV
2 3P2: L.S = 1, S12 = -2/5
2 3P2 (alpha^2 Eh): p4=-7/3072 oo=-1/128 dar=0 so=1/384 soo=1/192 ten=-1/1920 con=0
  total -43/15360 alpha^2 Eh = -4.0566e-06 eV
n=1 l=0 (a.u.): <p^4>=5/16 <p(1+nn)p/r>=1/4 <r^-3>=- <r^-2>=1/2 pi|psi(0)|^2=1/8
  Gaunt minus Breit orbit term = -1/8 alpha^2 Eh
1 1S0 (alpha^2 Eh): p4=-5/64 oo=-1/8 dar=1/8 so=0 soo=0 ten=0 con=-1/4
  total -21/64 alpha^2 Eh = -4.7547e-04 eV
1 3S1 (alpha^2 Eh): p4=-5/64 oo=-1/8 dar=1/8 so=0 soo=0 ten=0 con=1/12
  total 1/192 alpha^2 Eh = 7.5471e-06 eV (exchange only)
2 3P2 - 2 3P1: 1/80 alpha^2 Eh = 1.8113e-05 eV; factor 1 gives 1.0566e-05 eV
2 3P1 - 2 3P0: 1/64 alpha^2 Eh = 2.2641e-05 eV; factor 1 gives 1.8868e-05 eV
2 3P2 - 2 1P1: 7/960 alpha^2 Eh = 1.0566e-05 eV; factor 1 gives 6.7924e-06 eV
1S triplet-singlet, exchange part: 1/3 alpha^2 Eh = 4.8301e-04 eV
```
